# Perturbed-wavefunction polarizabilities of a donor in one anisotropic valley: verification in Python

```python
"""
Polarizabilities of a donor bound to one ellipsoidal conduction valley.

Result under test: with H0 = -(dxx + dyy + gamma*dzz)/2 - 1/r and a field
term F*u (u = z or x), the ground level is E(F) = E0 - alpha_u F^2/2 + O(F^4),
where (H0 - E0) chi = -u psi0 and alpha_u = -2 <psi0|u|chi>.

gamma = m_t/m_l (transverse over longitudinal mass).  Donor units:
length a* = eps*a0/m_t, energy Ha* = E_h*m_t/eps^2, field Ha*/(e a*).
Response road: Laguerre functions times spherical harmonics in the scaled
coordinate z' = z/sqrt(gamma).  Independent road: finite-field energies with
anisotropic Gaussians in the unscaled coordinates.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from scipy.special import lpmv, roots_laguerre

CORE_RANGE = 0.1          # range of the short-range core term, in a*
COS, COS_W = np.polynomial.legendre.leggauss(160)
SIN = np.sqrt(1 - COS**2)


def laguerre(count, order, x):
    """Generalized Laguerre polynomials 0..count-1 by upward recurrence."""
    rows = [np.ones_like(x), 1 + order - x]
    for k in range(1, count - 1):
        rows.append(((2*k + 1 + order - x)*rows[k]
                     - (k + order)*rows[k - 1])/(k + 1))
    return np.array(rows[:count])


def radial_matrices(count, lam):
    """Radial integrals for functions exp(-lam r/2) L_n^(2)(lam r)."""
    x, weight = roots_laguerre(60)
    n = np.arange(count)[:, None]
    norm = np.sqrt(lam**3/((n + 1)*(n + 2)))
    f = norm*laguerre(count, 2, x)
    slope = np.vstack([np.zeros_like(x), -laguerre(count - 1, 3, x)])
    df = lam*(norm*slope - f/2)
    r, weight = x/lam, weight/lam

    def integral(g, factor):
        return (g*(weight*factor)) @ g.T

    assert np.allclose(integral(f, r**2), np.eye(count), atol=1e-9)
    return {"kinetic": integral(df, r**2)/2,
            "centrifugal": integral(f, np.ones_like(r))/2,
            "inverse": integral(f, r), "r": integral(f, r**3),
            "r2": integral(f, r**4),
            "core": integral(f, r**2*np.exp(-r/CORE_RANGE))}


def angular(m, ls):
    """Associated Legendre functions normalized over cos(theta)."""
    return np.array([math.sqrt((2*l + 1)/2*math.factorial(l - m)
                               / math.factorial(l + m))*lpmv(m, l, COS)
                     for l in map(int, ls)])


def angular_matrix(m1, ls1, m2, ls2, factor):
    return (angular(m1, ls1)*(COS_W*factor)) @ angular(m2, ls2).T


def hamiltonian(gamma, m, ls, rad, core_depth=0.0):
    w = 1/np.sqrt(1 - (1 - gamma)*COS**2)
    w_matrix = angular_matrix(m, ls, m, ls, w)
    one_l = np.eye(len(ls))
    return (np.kron(one_l, rad["kinetic"] - core_depth*rad["core"])
            + np.kron(np.diag(ls*(ls + 1.0)), rad["centrifugal"])
            - np.kron(w_matrix, rad["inverse"]))


def dipole(axis, gamma, m_row, ls_row, m_col, ls_col, rad):
    if axis == "z":
        factor = math.sqrt(gamma)*COS
    else:
        factor = SIN*(1/math.sqrt(2) if m_col == 0 else 0.5)
    return np.kron(angular_matrix(m_row, ls_row, m_col, ls_col, factor),
                   rad["r"])


def lowest_state(matrix):
    """Lowest eigenpair; the Rayleigh quotient removes solver roundoff."""
    vector = eigh(matrix, subset_by_index=[0, 0])[1][:, 0]
    return vector @ (matrix @ vector)/(vector @ vector), vector


def response(gamma, count=22, lmax=30, lam=4.0, core_depth=0.0):
    """Ground state and perturbed-wavefunction solution for both axes."""
    rad = radial_matrices(count, lam)
    even, odd = np.arange(0, lmax + 1, 2), np.arange(1, lmax, 2)
    h_even = hamiltonian(gamma, 0, even, rad, core_depth)
    e0, psi0 = lowest_state(h_even)
    w = 1/np.sqrt(1 - (1 - gamma)*COS**2)
    potential = -psi0 @ np.kron(angular_matrix(0, even, 0, even, w),
                                rad["inverse"]) @ psi0
    out = {"e0": e0, "potential": potential, "rad": rad, "even": even,
           "odd": odd, "h_even": h_even}
    for axis, m in (("z", 0), ("x", 1)):
        h_odd = hamiltonian(gamma, m, odd, rad, core_depth)
        d = dipole(axis, gamma, m, odd, 0, even, rad)
        source = d @ psi0
        chi = solve(h_odd - e0*np.eye(len(h_odd)), -source, assume_a="pos")
        alpha = -2*source @ chi
        e_odd, v_odd = lowest_state(h_odd)
        square = gamma*COS**2 if axis == "z" else SIN**2/2
        u2 = psi0 @ np.kron(angular_matrix(0, even, 0, even, square),
                            rad["r2"]) @ psi0
        gap = e_odd - e0
        out[axis] = {"alpha": alpha, "chi2": chi @ chi, "gap": gap,
                     "u2": u2, "share": 2*(v_odd @ source)**2/gap/alpha,
                     "h_odd": h_odd, "dipole": d}
    return out


def field_energy(sol, gamma, axis, field):
    """Lowest level of the full Hamiltonian in a finite field."""
    h_odd, d = sol[axis]["h_odd"], sol[axis]["dipole"]
    blocks = [[sol["h_even"], field*d.T], [field*d, h_odd]]
    if axis == "x":
        ls2 = sol["even"][1:]
        h2 = hamiltonian(gamma, 2, ls2, sol["rad"])
        d2 = field*dipole("x", gamma, 2, ls2, 1, sol["odd"], sol["rad"])
        zero = np.zeros((len(h2), len(sol["h_even"])))
        blocks = [blocks[0] + [zero.T], blocks[1] + [d2.T], [zero, d2, h2]]
    return lowest_state(np.block(blocks))[0]


def richardson(e0, e1, e2, field):
    """Quadratic coefficient from energies at 0, field and 2*field."""
    a1, a2 = 2*(e0 - e1)/field**2, 2*(e0 - e2)/(2*field)**2
    return (4*a1 - a2)/3


def gaussian_road(gamma, axis, field):
    """Finite-field alpha from functions exp(-a rho^2 - b z^2)."""
    base = 0.03*2.2**np.arange(14)
    ratios = np.array([1, 2.5, 6, 15, 36])
    a = np.repeat(base, len(ratios))
    b = a*np.tile(ratios, len(base))
    A, B = a[:, None] + a, b[:, None] + b
    aa, bb = np.outer(a, a), np.outer(b, b)
    s0 = math.pi**1.5/(A*np.sqrt(B))
    h0 = s0*(2*aa/A + gamma*bb/B)
    D = A[..., None]*SIN**2 + B[..., None]*COS**2
    h0 = h0 - math.pi*(1/D) @ COS_W
    if axis == "z":
        s1 = s0/(2*B)
        h1 = s0*(aa/(A*B) + 1.5*gamma*bb/B**2)
        h1 = h1 - math.pi*(1/D**2) @ (COS_W*COS**2)
    else:
        s1 = s0/(2*A)
        h1 = s0*(2*aa/A**2 + 0.5*gamma*bb/(A*B))
        h1 = h1 - math.pi/2*(1/D**2) @ (COS_W*SIN**2)

    def orthogonalizer(s):
        scale = 1/np.sqrt(np.diag(s))
        value, vector = eigh(s*np.outer(scale, scale))
        keep = value > 1e-8
        return scale[:, None]*vector[:, keep]/np.sqrt(value[keep])

    x0, x1 = orthogonalizer(s0), orthogonalizer(s1)
    top, bottom, link = x0.T @ h0 @ x0, x1.T @ h1 @ x1, x1.T @ s1 @ x0
    energies = [lowest_state(np.block([[top, f*link.T], [f*link, bottom]]))[0]
                for f in (0.0, field, 2*field)]
    return energies[0], richardson(*energies, field)


# ---- isotropic limit: closed-form perturbed function -z(1 + r/2) psi0 ----
X, Y, Z = sp.symbols("X Y Z", real=True)
R = sp.sqrt(X**2 + Y**2 + Z**2)
psi_h = sp.exp(-R)
chi_h = -Z*(1 + R/2)*psi_h
residual = (-sum(sp.diff(chi_h, q, 2) for q in (X, Y, Z))/2
            - chi_h/R + chi_h/2 + Z*psi_h)
assert abs(sp.N(residual.subs({X: 0.3, Y: -0.7, Z: 1.1}))) < 1e-12
hyd = response(1.0, count=22, lmax=6)
alpha_closed = 2*quad(lambda r: 4*r**4/3*np.exp(-2*r)*(1 + r/2), 0, 60)[0]
norm_closed = quad(lambda r: 4*r**4/3*np.exp(-2*r)*(1 + r/2)**2, 0, 60)[0]
for axis in "zx":
    assert abs(hyd[axis]["alpha"] - alpha_closed) < 1e-7
    assert abs(hyd[axis]["chi2"] - norm_closed) < 1e-6

# ---- rough inputs for germanium compressed along [111] ----
m_t, m_l, eps = 0.082, 1.59, 16.0
density_cm3, temperature, field_vcm = 1e15, 4.0, 5.0
deformation_ev, shear_strain = 16.0, -0.002
mobility_cm2, relax_s, core_shift_mev = 1e5, 1e-9, 0.2
gamma = m_t/m_l

sol = response(gamma)
small = response(gamma, count=18, lmax=24)
e0 = sol["e0"]
assert abs(sol["potential"]/(2*e0) - 1) < 1e-4      # virial relation
step = {"z": 0.02, "x": 0.005}
report = {}
for axis in "zx":
    s, f = sol[axis], step[axis]
    e1, e2 = (field_energy(sol, gamma, axis, k*f) for k in (1, 2))
    alpha_ff = richardson(e0, e1, e2, f)
    dev1, dev2 = (e0 - s["alpha"]*(k*f)**2/2 - e
                  for k, e in ((1, e1), (2, e2)))
    e_gauss, alpha_gauss = gaussian_road(gamma, axis, f)
    mass = 1/gamma if axis == "z" else 1.0
    lower, upper = 4*mass*s["u2"]**2, 2*s["u2"]/s["gap"]
    assert abs(alpha_ff/s["alpha"] - 1) < 1e-5
    assert 15.5 < dev2/dev1 < 17.0                  # next term is quartic
    assert abs(e_gauss - e0) < 2e-4                 # Gaussian basis limit
    assert abs(alpha_gauss/s["alpha"] - 1) < 2e-3   # Gaussian basis limit
    assert lower < s["alpha"] < upper
    assert abs(small[axis]["alpha"]/s["alpha"] - 1) < 1e-4
    report[axis] = dict(ff=alpha_ff, gauss=alpha_gauss, eg=e_gauss,
                        low=lower, up=upper, c4=dev2/(2*f)**4,
                        conv=small[axis]["alpha"]/s["alpha"] - 1)

# ---- conversion to laboratory units ----
e, kb, hbar = const.e, const.k, const.hbar
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
length, energy = eps*bohr/m_t, hartree*m_t/eps**2
field_unit = energy/(e*length)
mev = energy/e*1e3
binding_mev = -e0*mev
f_star = field_vcm*100/field_unit
kt_mev = kb*temperature/e*1e3
density = density_cm3*1e6

# ---- effects left out of the model ----
core_target = e0 - core_shift_mev/mev
rad, even = sol["rad"], sol["even"]
depth = brentq(lambda u: lowest_state(
    hamiltonian(gamma, 0, even, rad, u))[0] - core_target, 0, 20, xtol=1e-8)
cored = response(gamma, core_depth=depth)
assert abs(cored["e0"] - core_target) < 1e-6
strain = shear_strain*(np.ones((3, 3)) - np.eye(3))
valleys = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])/3**0.5
levels = deformation_ev*1e3*np.einsum("vi,ij,vj->v", valleys, strain, valleys)
valley_gap = levels[1:].min() - levels[0]
assert valley_gap > binding_mev                     # [111] valley is lowest
breakdown = math.sqrt(binding_mev*1e-3/(mobility_cm2*1e-4*relax_s))/100
m_dos = (m_t**2*m_l)**(1/3)*const.m_e
n_c = 2*(m_dos*kb*temperature/(2*math.pi*hbar**2))**1.5
k_ion = n_c/2*math.exp(-binding_mev/kt_mev)
ionized = 2*k_ion/(k_ion + math.sqrt(k_ion**2 + 4*k_ion*density))
m_iso = 3/(2/m_t + 1/m_l)
alpha_iso = hyd["z"]["alpha"]*(m_t/m_iso)**3

print(f"m_t, m_l (m_e), eps: {m_t}, {m_l}, {eps}; gamma = {gamma:.5f}")
print(f"donor length a* = {length*1e9:.3f} nm; energy Ha* = {mev:.4f} meV")
print(f"donor field unit = {field_unit/1e5:.4f} kV/cm")
print(f"ground level E0 = {e0:.6f} Ha*; binding = {binding_mev:.4f} meV")
print(f"virial ratio V/(2 E0) = {sol['potential']/(2*e0):.7f}")
print(f"isotropic limit: alpha = {hyd['z']['alpha']:.7f} donor units")
for axis, name in (("z", "longitudinal"), ("x", "transverse")):
    s, q = sol[axis], report[axis]
    alpha_si = s["alpha"]*(e*length)**2/energy
    delta_eps = density*alpha_si/const.epsilon_0
    by_volume = 4*math.pi*eps*density*length**3*s["alpha"]
    assert abs(delta_eps/by_volume - 1) < 1e-6
    alpha_lab = s["alpha"]*mev/(field_unit/1e5)**2
    shift_nev = -0.5*s["alpha"]*f_star**2*mev*1e6
    f_one = math.sqrt(0.01*s["alpha"]/(2*q["c4"]))*field_unit/100
    mass = m_l if axis == "z" else m_t
    tunnel = (4/3*math.sqrt(2*mass*const.m_e)*(binding_mev*1e-3*e)**1.5
              / (hbar*e*field_vcm*100))
    print(f"--- {name} ---")
    print(f"alpha, perturbed function = {s['alpha']:.6f} donor units")
    print(f"alpha, finite field = {q['ff']:.6f} (step {step[axis]})")
    print(f"alpha, Gaussian finite field = {q['gauss']:.6f}; "
          f"E0 = {q['eg']:.6f} Ha*")
    print(f"smaller basis changes alpha by {q['conv']:.1e} (relative)")
    print(f"<u^2> = {s['u2']:.5f} a*^2; "
          f"bounds {q['low']:.4f} to {q['up']:.4f}")
    print(f"lowest allowed gap = {s['gap']*mev:.3f} meV; "
          f"its share of alpha = {100*s['share']:.1f} %")
    print(f"alpha = {alpha_lab:.5f} meV/(kV/cm)^2")
    print(f"Stark shift at {field_vcm} V/cm = {shift_nev:.3f} neV")
    print(f"permittivity contribution = {delta_eps:.4f}; "
          f"local-field size = {100*delta_eps/(3*eps):.2f} %")
    print(f"quartic/quadratic shift = {2*q['c4']*f_star**2/s['alpha']:.1e}; "
          f"1 % at {f_one:.0f} V/cm")
    print(f"tunnelling exponent = {tunnel:.0f}; thermal factor = "
          f"{math.exp(-s['gap']*mev/kt_mev):.1e}")
    print(f"core term changes alpha by "
          f"{100*(cored[axis]['alpha']/s['alpha'] - 1):.2f} %")
    print(f"isotropic-mass alpha / true alpha = {alpha_iso/s['alpha']:.3f}")
print("--- conditions and neglected effects ---")
print(f"donor density = {density_cm3:.0e} cm^-3; "
      f"spacing N^(-1/3) = {density**(-1/3)*1e9:.0f} nm")
print(f"temperature = {temperature} K; kT = {kt_mev:.4f} meV; "
      f"ionized fraction = {ionized:.1e}")
print(f"shear strain = {shear_strain}; deformation potential = "
      f"{deformation_ev} eV; valley gap = {valley_gap:.1f} meV")
print(f"mobility = {mobility_cm2:.0e} cm2/Vs; energy relaxation = "
      f"{relax_s*1e9:.0f} ns; breakdown near {breakdown:.1f} V/cm")
print(f"core term: range {CORE_RANGE} a*, depth {depth*mev:.2f} meV, "
      f"extra binding {core_shift_mev} meV")
print(f"isotropic mass used for comparison = {m_iso:.4f} m_e")
print("all tests passed")
```

Printed output:

```
m_t, m_l (m_e), eps: 0.082, 1.59, 16.0; gamma = 0.05157
donor length a* = 10.325 nm; energy Ha* = 8.7161 meV
donor field unit = 8.4415 kV/cm
ground level E0 = -1.045500 Ha*; binding = 9.1127 meV
virial ratio V/(2 E0) = 1.0000000
isotropic limit: alpha = 4.5000000 donor units
--- longitudinal ---
alpha, perturbed function = 0.146884 donor units
alpha, finite field = 0.146884 (step 0.02)
alpha, Gaussian finite field = 0.146890; E0 = -1.045492 Ha*
smaller basis changes alpha by -8.3e-08 (relative)
<u^2> = 0.04217 a*^2; bounds 0.1379 to 0.1567
lowest allowed gap = 4.693 meV; its share of alpha = 90.9 %
alpha = 0.01797 meV/(kV/cm)^2
Stark shift at 5.0 V/cm = -0.225 neV
permittivity contribution = 0.0325; local-field size = 0.07 %
quartic/quadratic shift = 1.2e-07; 1 % at 1425 V/cm
tunnelling exponent = 14986; thermal factor = 1.2e-06
core term changes alpha by -9.41 %
isotropic-mass alpha / true alpha = 9.798
--- transverse ---
alpha, perturbed function = 0.733049 donor units
alpha, finite field = 0.733049 (step 0.005)
alpha, Gaussian finite field = 0.733069; E0 = -1.045492 Ha*
smaller basis changes alpha by 1.2e-08 (relative)
<u^2> = 0.39973 a*^2; bounds 0.6391 to 0.9278
lowest allowed gap = 7.510 meV; its share of alpha = 43.9 %
alpha = 0.08966 meV/(kV/cm)^2
Stark shift at 5.0 V/cm = -1.121 neV
permittivity contribution = 0.1622; local-field size = 0.34 %
quartic/quadratic shift = 7.2e-07; 1 % at 588 V/cm
tunnelling exponent = 3403; thermal factor = 3.4e-10
core term changes alpha by -6.63 %
isotropic-mass alpha / true alpha = 1.963
--- conditions and neglected effects ---
donor density = 1e+15 cm^-3; spacing N^(-1/3) = 100 nm
temperature = 4.0 K; kT = 0.3447 meV; ionized fraction = 2.6e-06
shear strain = -0.002; deformation potential = 16.0 eV; valley gap = 85.3 meV
mobility = 1e+05 cm2/Vs; energy relaxation = 1 ns; breakdown near 9.5 V/cm
core term: range 0.1 a*, depth 19.48 meV, extra binding 0.2 meV
isotropic mass used for comparison = 0.1199 m_e
all tests passed
```
